# Why beryllium collapses when only pair positivity and trace are imposed: a numerical check

```python
"""
Result under test: if a two-electron density matrix D of an N-electron atom is
only antisymmetric, positive semidefinite and of trace N(N-1)/2, its minimum
energy is N(N-1)/2 times the lowest eigenvalue of
    K = (h1 + h2)/(N-1) + 1/r12,
with h the one-electron Hamiltonian. All pairs occupy the lowest eigenspace.
For beryllium N = Z = 4. The exact reference is full configuration interaction
(FCI) in the same orbital basis. Spatial pair tensors are indexed [p,r,q,s]:
electron 1 goes from q to p and electron 2 from s to r. Atomic units are used.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, scf, fci, ao2mo, lib

lib.num_threads(1)
N, Z = 4, 4
n_pairs = N * (N - 1) // 2


def make_atom(s_exponents, p_exponents):
    shells = [[0, [float(a), 1.0]] for a in s_exponents]
    shells += [[1, [float(a), 1.0]] for a in p_exponents]
    return gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)


def integrals(mol, charge, orbitals=None):
    h_ao = mol.intor("int1e_kin") + charge / 4 * mol.intor("int1e_nuc")
    if orbitals is None:
        orbitals = eigh(h_ao, mol.intor("int1e_ovlp"))[1]
    h = orbitals.T @ h_ao @ orbitals
    n = h.shape[0]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)
    return h, eri


def reduced_hamiltonian(h, eri, electrons):
    one = np.eye(len(h))
    shared = np.einsum("pq,rs->prqs", h, one)
    shared += np.einsum("pq,rs->prqs", one, h)
    return shared / (electrons - 1) + eri.transpose(0, 2, 1, 3)


def pair_basis(n, sign):
    """Orthonormal symmetric (+1) or antisymmetric (-1) spatial pairs."""
    i, j = np.triu_indices(n, 0 if sign == 1 else 1)
    basis = np.zeros((n, n, len(i)))
    k = np.arange(len(i))
    basis[i, j, k] += 1
    basis[j, i, k] += sign
    return basis / np.sqrt(np.sum(basis**2, axis=(0, 1)))


def pair_spectrum(tensor, sign):
    n = tensor.shape[0]
    basis = pair_basis(n, sign)
    flat = basis.reshape(n * n, -1)
    values, vectors = np.linalg.eigh(flat.T @ tensor.reshape(n*n, n*n) @ flat)
    return values, basis @ vectors[:, 0]


# Main calculation: reduced Hamiltonian and FCI in identical orbitals.
s_exp = 0.03 * 3.2 ** np.arange(9)
p_exp = 0.06 * 4.5 ** np.arange(4)
atom = make_atom(s_exp, p_exp)
mf = scf.RHF(atom)
mf.conv_tol = 1e-10
e_hf = mf.kernel()
assert mf.converged
h, eri = integrals(atom, Z, mf.mo_coeff)
n_orb = len(h)
K = reduced_hamiltonian(h, eri, N)
singlets, geminal = pair_spectrum(K, 1)
triplets, _ = pair_spectrum(K, -1)
lambda_s, lambda_t = singlets[0], triplets[0]
assert lambda_s < lambda_t and singlets[1] - lambda_s > 1e-3
e_collapse = n_pairs * lambda_s

solver = fci.direct_spin0.FCI()
solver.conv_tol = 1e-10
solver.max_cycle = 100
e_fci, ci = solver.kernel(h, eri, n_orb, N)
dm1, dm2 = solver.make_rdm12(ci, n_orb, N)
D_fci = dm2.transpose(0, 2, 1, 3) / 2
assert abs(np.sum(K * D_fci) - e_fci) < 1e-6
assert e_collapse < e_fci < e_hf

# With two electrons the relaxed problem must reproduce ordinary FCI.
e_ion, _ = solver.kernel(h, eri, n_orb, 2)
ion_pair = pair_spectrum(reduced_hamiltonian(h, eri, 2), 1)[0][0]
assert abs(e_ion - ion_pair) < 1e-7

# Spin-pair numbers of the four-electron singlet, from its density matrix.
total_pairs = np.einsum("prpr->", D_fci)
difference = np.einsum("prrp->", D_fci)
n_singlet = (total_pairs + difference) / 2
n_triplet = (total_pairs - difference) / 2
assert abs(n_singlet - 3) < 1e-6 and abs(n_triplet - 3) < 1e-6
e_spin = 3 * lambda_s + 3 * lambda_t
assert e_collapse < e_spin < e_fci

# Scaling to an ordinary two-electron atom of charge Z/(N-1).
scaled_atom = make_atom(s_exp / (N-1)**2, p_exp / (N-1)**2)
h_sc, eri_sc = integrals(scaled_atom, Z / (N - 1))
e_two = pair_spectrum(reduced_hamiltonian(h_sc, eri_sc, 2), 1)[0][0]
assert abs(lambda_s - (N - 1) * e_two) < 1e-7


# Product trial function: energy by quadrature, minimum by direct search.
def product_energy(zeta):
    end = 25 / zeta

    def density(r):
        return 4 * zeta**3 * r*r * np.exp(-2 * zeta * r)

    def slope_squared(r):
        return 4 * zeta**3 * (1 - zeta*r)**2 * np.exp(-2*zeta*r)

    kinetic = quad(slope_squared, 0, end)[0] / 2
    attraction = -Z * quad(lambda r: density(r) / r, 0, end)[0]
    repulsion = 2 * dblquad(
        lambda inner, outer: density(inner) * density(outer) / outer,
        0, end, 0, lambda outer: outer, epsabs=1e-9, epsrel=1e-9)[0]
    return N * (kinetic + attraction) + n_pairs * repulsion


search = minimize_scalar(product_energy, bounds=(2, 4), method="bounded",
                         options={"xatol": 1e-6})
zeta_formula = Z - 5 * (N - 1) / 16
e_product = -N / 2 * zeta_formula**2
assert abs(search.fun - e_product) < 1e-6
assert abs(search.x - zeta_formula) < 1e-3
assert e_collapse < e_product

# General positive D in a small explicit spin-orbital space.
small_h, small_eri = integrals(make_atom(0.3 * 4.0**np.arange(4), []), Z)
small_K = reduced_hamiltonian(small_h, small_eri, N)
small_values, small_geminal = pair_spectrum(small_K, 1)
spin = np.eye(2)
n_spin = 2 * len(small_h)
K_spin = np.einsum("prqs,ac,bd->parbqcsd", small_K, spin, spin)
K_spin = K_spin.reshape((n_spin,) * 4)
K_anti = K_spin - K_spin.transpose(0, 1, 3, 2)
left, right = np.triu_indices(n_spin, 1)
K_det = K_anti[left, right][:, left, right]
dim = len(left)


def relaxed_energy(parameters):
    A = parameters.reshape(dim, dim)
    norm = np.sum(A * A)
    KA = K_det @ A
    quotient = np.sum(A * KA) / norm
    gradient = 2 * n_pairs * (KA - quotient * A) / norm
    return n_pairs * quotient, gradient.ravel()


start = np.random.default_rng(7).normal(size=dim * dim) / dim
fit = minimize(relaxed_energy, start, jac=True, method="L-BFGS-B",
               options={"maxiter": 5000, "maxfun": 8000,
                        "ftol": 1e-15, "gtol": 1e-8})
A = fit.x.reshape(dim, dim)
D_small = n_pairs * A @ A.T / np.sum(A * A)
small_populations = np.linalg.eigvalsh(D_small)
assert abs(fit.fun - n_pairs * small_values[0]) < 1e-5
assert abs(small_populations[-1] - n_pairs) < 1e-3
expand = np.sqrt(2) * pair_basis(n_spin, -1)
D_full = np.einsum("prn,nm,qsm->prqs", expand, D_small, expand, optimize=True)
gamma_small = np.einsum("prqr->pq", D_full) / (N - 1)
small_weights = np.linalg.eigvalsh(small_geminal @ small_geminal.T)
assert abs(np.trace(gamma_small) - N) < 1e-8
assert np.allclose(np.linalg.eigvalsh(gamma_small),
                   np.repeat(N / 2 * small_weights, 2), atol=2e-3)

# Occupations and energy parts of the collapsed and FCI matrices.
one_density = geminal @ geminal.T
weights = np.linalg.eigvalsh(one_density)[::-1]
occupations = N / 2 * weights
fci_occupations = np.linalg.eigvalsh(dm1 / 2)[::-1]
assert occupations[0] > 1 and fci_occupations[0] <= 1 + 1e-8
one_collapse = N * np.sum(h * one_density)
rep_collapse = n_pairs * np.einsum("pr,pqrs,qs->", geminal, eri, geminal,
                                   optimize=True)
one_fci = np.sum(h * dm1)
rep_fci = np.sum(eri * dm2) / 2
assert abs(one_collapse + rep_collapse - e_collapse) < 1e-8
population = np.einsum("pr,prqs,qs->", geminal, D_fci, geminal, optimize=True)
largest_population = -pair_spectrum(-D_fci, 1)[0][0]
triplet_degeneracy = int(np.sum(triplets < lambda_t + 1e-6))
hartree_ev = constants.value("Hartree energy in eV")
gap = e_fci - e_collapse

print("Electrons N, nuclear charge Z, pairs:", N, Z, n_pairs)
print("s exponents (bohr^-2):", np.array2string(s_exp, precision=5))
print("p exponents (bohr^-2):", np.array2string(p_exp, precision=5))
print("Spatial orbitals:", n_orb)
print(f"Lowest singlet eigenvalue of K: {lambda_s:.6f} hartree")
print(f"Second singlet eigenvalue of K: {singlets[1]:.6f} hartree")
print(f"Lowest triplet eigenvalue of K: {lambda_t:.6f} hartree")
print("Spatial degeneracy of lowest triplet:", triplet_degeneracy)
print(f"Collapsed energy: {e_collapse:.6f} hartree")
print(f"Hartree-Fock energy: {e_hf:.6f} hartree")
print(f"FCI energy, same basis: {e_fci:.6f} hartree")
print(f"FCI minus collapsed energy: {gap:.6f} hartree")
print(f"The same gap: {gap * hartree_ev:.2f} eV")
print(f"Collapsed one-body energy: {one_collapse:.6f} hartree")
print(f"Collapsed repulsion energy: {rep_collapse:.6f} hartree")
print(f"FCI one-body energy: {one_fci:.6f} hartree")
print(f"FCI repulsion energy: {rep_fci:.6f} hartree")
print(f"Two-electron atom charge Z/(N-1): {Z/(N-1):.6f}")
print(f"Its scaled-basis energy: {e_two:.6f} hartree")
print(f"Product trial exponent: {zeta_formula:.6f} bohr^-1")
print(f"Product trial energy, formula: {e_product:.6f} hartree")
print(f"Product trial energy, quadrature: {search.fun:.6f} hartree")
print("Largest geminal weights:", np.array2string(weights[:5], precision=6))
print("Collapsed occupations per spin orbital:",
      np.array2string(occupations[:5], precision=6))
print("FCI occupations per spin orbital:",
      np.array2string(fci_occupations[:5], precision=6))
print(f"Collapsed-geminal population in FCI: {population:.6f} pairs")
print(f"Largest singlet population in FCI: {largest_population:.6f} pairs")
print(f"FCI singlet pairs: {n_singlet:.6f}")
print(f"FCI triplet pairs: {n_triplet:.6f}")
print(f"Energy with spin-pair traces fixed: {e_spin:.6f} hartree")
print(f"FCI minus spin-resolved energy: {e_fci-e_spin:.6f} hartree")
print(f"Two-electron Be ion, FCI: {e_ion:.6f} hartree")
print(f"Two-electron Be ion, pair eigenvalue: {ion_pair:.6f} hartree")
print("Small test: spin orbitals, pair dimension:", n_spin, dim)
print(f"Small test: minimised energy: {fit.fun:.6f} hartree")
print(f"Small test: pairs times eigenvalue: "
      f"{n_pairs*small_values[0]:.6f} hartree")
print(f"Small test: largest pair population: {small_populations[-1]:.6f}")
print("every check passed")
```

It prints:

```
Electrons N, nuclear charge Z, pairs: 4 4 6
s exponents (bohr^-2): [3.00000e-02 9.60000e-02 3.07200e-01 9.83040e-01 3.14573e+00 1.00663e+01
 3.22123e+01 1.03079e+02 3.29853e+02]
p exponents (bohr^-2): [0.06   0.27   1.215  5.4675]
Spatial orbitals: 21
Lowest singlet eigenvalue of K: -3.277981 hartree
Second singlet eigenvalue of K: -2.725781 hartree
Lowest triplet eigenvalue of K: -2.744293 hartree
Spatial degeneracy of lowest triplet: 1
Collapsed energy: -19.667885 hartree
Hartree-Fock energy: -14.565924 hartree
FCI energy, same basis: -14.647911 hartree
FCI minus collapsed energy: 5.019974 hartree
The same gap: 136.60 eV
Collapsed one-body energy: -29.244764 hartree
Collapsed repulsion energy: 9.576879 hartree
FCI one-body energy: -19.037437 hartree
FCI repulsion energy: 4.389526 hartree
Two-electron atom charge Z/(N-1): 1.333333
Its scaled-basis energy: -1.092660 hartree
Product trial exponent: 3.062500 bohr^-1
Product trial energy, formula: -18.757812 hartree
Product trial energy, quadrature: -18.757812 hartree
Largest geminal weights: [0.977537 0.013515 0.002856 0.002856 0.002856]
Collapsed occupations per spin orbital: [1.955073 0.027031 0.005712 0.005712 0.005712]
FCI occupations per spin orbital: [0.998201 0.909878 0.029453 0.029453 0.029453]
Collapsed-geminal population in FCI: 0.931241 pairs
Largest singlet population in FCI: 1.000677 pairs
FCI singlet pairs: 3.000000
FCI triplet pairs: 3.000000
Energy with spin-pair traces fixed: -18.066822 hartree
FCI minus spin-resolved energy: 3.418911 hartree
Two-electron Be ion, FCI: -13.640012 hartree
Two-electron Be ion, pair eigenvalue: -13.640012 hartree
Small test: spin orbitals, pair dimension: 8 28
Small test: minimised energy: -18.941451 hartree
Small test: pairs times eigenvalue: -18.941451 hartree
Small test: largest pair population: 6.000000
every check passed
```
